\section*{Zener Transmission of a Carbon-Nanotube Junction with Two-Band Dispersion}

\section{Problem}

A semiconducting carbon nanotube contains a p--n junction. Near the gap its bands are
\begin{equation}
E_\pm(k)=\pm\sqrt{(\hbar v k)^2+\Delta^2},\qquad \Delta=\frac{E_g}{2},
\label{eq:bands}
\end{equation}
where $k$ is the wave number along the tube and energies are measured from midgap. The gap is $E_g=0.5$ eV and $\hbar v=0.6$ eV\,nm. The field along the tube has magnitude $F=1$ MV/cm and is uniform through the junction. An electron arrives from the p side in the valence band. With what probability $T$ does it leave on the n side in the conduction band?

Take $e>0$ as the elementary charge and let $x$ run from the p side to the n side. The electron's potential energy is $U(x)=-eFx$, so the force on it, $-dU/dx=eF$, points towards the n side. Since $1$ MV/cm is $0.1$ V/nm, $eF=0.1$ eV/nm. The motion is taken to be elastic and coherent, in one subband and one valley, without interaction between the electron and the hole it leaves behind.

\section{A tempting solution}

Near the bottom of the conduction band the square root can be expanded:
\begin{equation}
E_+(k)=\Delta\sqrt{1+\left(\frac{\hbar vk}{\Delta}\right)^2}
\simeq \Delta+\frac{(\hbar v k)^2}{2\Delta}.
\end{equation}
Comparison with $\Delta+\hbar^2k^2/(2m^*)$ gives the band-edge mass $m^*=\Delta/v^2$, which is $0.053$ electron masses here.

The electron now seems to face a familiar triangular barrier. Where it leaves the valence band, the conduction-band edge lies $E_g$ above its energy. The edge then falls linearly and meets the electron's energy after a distance
\begin{equation}
L=\frac{E_g}{eF}=\frac{0.5}{0.1}\ \mathrm{nm}=5\ \mathrm{nm}.
\end{equation}
Let $u$ be the distance back from this exit point. The barrier height above the electron's energy is $eFu$, and a particle of mass $m^*$ has the decay constant $\sqrt{2m^*eFu}/\hbar$. The amplitude falls as the exponential of minus the integrated decay constant, and the probability has twice that exponent:
\begin{align}
S_{\rm par}&=2\int_0^L\frac{\sqrt{2m^*eFu}}{\hbar}\,du
=\frac{4}{3}\,\frac{\sqrt{2m^*eF}}{\hbar}\,L^{3/2}
\nonumber\\
&=\frac{4\sqrt{2m^*}\,E_g^{3/2}}{3\hbar eF}.
\end{align}
With $\sqrt{2m^*}/\hbar=\sqrt{2\Delta}/(\hbar v)$ and $E_g=2\Delta$, the numerator contains $(2\Delta)^{1/2}(2\Delta)^{3/2}=4\Delta^2$. Hence
\begin{equation}
S_{\rm par}=\frac{16\Delta^2}{3\hbar v\,eF}
=\frac{16\times0.0625}{3\times0.6\times0.1}=5.56,
\label{eq:par}
\end{equation}
and $T$ would be $e^{-5.56}=0.0039$.

\section{Where it fails}

The integral is correct, but the decay constant in it belongs to a different band structure. Define the local energy $\varepsilon(x)=E-U(x)$, the electron's energy relative to the local midgap. It rises from $-\Delta$ at the valence edge to $+\Delta$ at the conduction edge. The parabolic band gives
\begin{equation}
\kappa_{\rm par}^2=\frac{2m^*(\Delta-\varepsilon)}{\hbar^2}
=\frac{2\Delta(\Delta-\varepsilon)}{(\hbar v)^2}.
\end{equation}
For the given dispersion, set $k=i\kappa$ in $\varepsilon^2=(\hbar vk)^2+\Delta^2$. Then
\begin{equation}
\kappa^2=\frac{\Delta^2-\varepsilon^2}{(\hbar v)^2}
=\frac{(\Delta+\varepsilon)(\Delta-\varepsilon)}{(\hbar v)^2}.
\label{eq:kappa}
\end{equation}
The tempting solution has replaced $\Delta+\varepsilon$ by $2\Delta$. This is good near the conduction edge, where the mass was obtained, and wrong across the rest of the gap. At midgap it makes the decay constant too large by $\sqrt2$. At the valence edge the parabola gives its largest value, $2\Delta/(\hbar v)$, although the true decay constant is zero there: a state at the top of the valence band has $k=0$ and does not decay.

Thus the electron does not start at the foot of a barrier of height $E_g$. It starts at one band edge and ends at another, and the evanescent state joins the two. Its decay is strongest halfway, where
\begin{equation}
\kappa_{\max}=\frac{\Delta}{\hbar v}=\frac{0.25}{0.6}\ \mathrm{nm}^{-1}=0.417\ \mathrm{nm}^{-1}.
\end{equation}

Using a parabola from the nearer edge in each half of the gap repairs the symmetry but not the shape. Each half contributes
\begin{equation}
\frac{2}{eF}\int_0^\Delta\frac{\sqrt{2\Delta w}}{\hbar v}\,dw
=\frac{4\sqrt2}{3}\,\frac{\Delta^2}{\hbar v\,eF},
\end{equation}
where $w$ is the energy distance from that edge. The total coefficient of $\Delta^2/(\hbar v\,eF)$ is $8\sqrt2/3\simeq3.77$, compared with $16/3\simeq5.33$ for the single parabola. The full dispersion gives a smaller value still.

\section{The exponent}

Put the origin of $x$ where the electron is at local midgap, so that $\varepsilon=eFx$ and $dx=d\varepsilon/(eF)$. From \eqref{eq:kappa},
\begin{equation}
S=2\int\kappa\,dx
=\frac{2}{\hbar v\,eF}\int_{-\Delta}^{\Delta}\sqrt{\Delta^2-\varepsilon^2}\,d\varepsilon .
\end{equation}
The integrand traces a semicircle of radius $\Delta$, so the integral is half the area of a disc, $\pi\Delta^2/2$. Therefore
\begin{equation}
S=\frac{\pi\Delta^2}{\hbar v\,eF}=\frac{\pi E_g^2}{4\hbar v\,eF}.
\label{eq:S}
\end{equation}
This can also be read as $S=(\pi/4)\,2\kappa_{\max}L$: the factor $\pi/4$ is the mean height of a semicircle relative to its maximum.

The semiclassical argument fixes the exponent but leaves the prefactor open. A constant prefactor would change $T$ by the same factor however small $T$ is, so the wave equation itself is needed.

\section{The prefactor}

A two-band Hamiltonian with the required dispersion is
\begin{equation}
H=-i\hbar v\,\sigma_x\frac{d}{dx}+\Delta\sigma_z-eFx .
\end{equation}
Without the field, $\sigma_x$ and $\sigma_z$ anticommute, so the cross terms in $H^2$ cancel and $H^2=(\hbar vk)^2+\Delta^2$, as in \eqref{eq:bands}. With the origin chosen above, the total energy is $E=0$.

Expand the wave function in the eigenvectors of $\sigma_x$, with amplitude $A$ for eigenvalue $+1$ and $B$ for $-1$. The matrix $\sigma_z$ exchanges these two vectors, so $H\psi=0$ becomes
\begin{align}
-i\hbar v\,\frac{dA}{dx}+\Delta B&=eFx\,A,\\
+i\hbar v\,\frac{dB}{dx}+\Delta A&=eFx\,B .
\end{align}
Use the dimensionless quantities
\begin{equation}
s=x\sqrt{\frac{eF}{\hbar v}},\qquad
\delta^2=\frac{\Delta^2}{\hbar v\,eF}.
\end{equation}
With primes for $d/ds$,
\begin{equation}
A'=isA-i\delta B,\qquad B'=-isB+i\delta A .
\label{eq:AB}
\end{equation}
The velocity operator is $v\sigma_x$, so the current is $v(|A|^2-|B|^2)$. From \eqref{eq:AB}, both $(|A|^2)'$ and $(|B|^2)'$ equal $2\delta\,\mathrm{Im}(A^*B)$, and the current is conserved. Far from the junction, an $A$ wave moves to the right and a $B$ wave to the left, in either band.

To eliminate $B$, differentiate the first equation:
\begin{equation}
A''=iA+isA'-i\delta B'.
\end{equation}
The second equation, with $i\delta B=isA-A'$ from the first, gives
\begin{align}
i\delta B'&=-is(i\delta B)-\delta^2A\nonumber\\
&=-is(isA-A')-\delta^2A
=s^2A+isA'-\delta^2A .
\end{align}
The terms in $A'$ cancel, leaving the parabolic-cylinder equation
\begin{equation}
A''+(s^2-\delta^2-i)A=0 .
\label{eq:pc}
\end{equation}

For large $|s|$ try $A\sim e^{is^2/2}s^p$. Then $A'\simeq(is+p/s)A$ and
\begin{equation}
A''\simeq(-s^2+2ip+i)A .
\end{equation}
Substitution in \eqref{eq:pc} gives $2ip=\delta^2$, or $p=-i\delta^2/2$. The same procedure for $e^{-is^2/2}s^{p}$ gives $p=-1+i\delta^2/2$. This second solution is the left-moving wave; its $A$ component vanishes as $1/s$, while its $B$ component stays finite.

On the n side there is an outgoing wave and no incoming one. Normalize it to
\begin{equation}
A\sim e^{is^2/2}s^{-i\delta^2/2},\qquad s\to+\infty .
\label{eq:out}
\end{equation}
The incident amplitude at $s\to-\infty$ follows by continuing this solution through the upper half of the complex $s$ plane. Write $s=|s|e^{i\theta}$. Then
\begin{equation}
\left|e^{is^2/2}\right|=e^{-|s|^2\sin(2\theta)/2}.
\end{equation}
For $0<\theta<\pi/2$ the exponential in \eqref{eq:out} decays and the other one grows. The outgoing condition excludes the growing one, so \eqref{eq:out} describes the solution throughout this quadrant. For $\pi/2<\theta<\pi$ the first exponential is the large one. A contribution from the other may appear there, but it is exponentially smaller and leaves the coefficient of the large term unchanged. At $\theta=\pi$ both oscillate: the first is the incident wave, with the coefficient just continued, and the second is the reflected wave.

Along this path $\ln s$ becomes $\ln|s|+i\pi$, so
\begin{equation}
s^{-i\delta^2/2}\to |s|^{-i\delta^2/2}\,e^{\pi\delta^2/2}.
\end{equation}
The incident wave has modulus $e^{\pi\delta^2/2}$ and the transmitted wave has modulus one. Both carry current $v$ times their squared modulus, hence
\begin{equation}
\boxed{T=e^{-\pi\delta^2}
=\exp\!\left(-\frac{\pi E_g^2}{4\hbar v\,eF}\right)}
\label{eq:T}
\end{equation}
and current conservation gives the reflection probability $R=1-T$. For this Hamiltonian in an unbounded uniform field, the prefactor is one for any value of $\delta$.

A numerical solution of the stationary scattering problem tests this. The field was kept at $1$ MV/cm over a total potential drop of $8$ eV, with flat regions at both ends. For a gap of $0.2$ eV the solution gives $T=0.5924$, and \eqref{eq:T} gives the same to four digits. This case distinguishes prefactors: the form $1/(1+e^{S})$, which is natural for one-band transmission near the top of a smooth barrier, would give $0.592/1.592=0.37$. For gaps of $0.5$ and $0.7$ eV the scattering values are $0.0379$ and $0.0016$, again in agreement with \eqref{eq:T}.

\section{The requested value}

The dimensionless parameter is
\begin{equation}
\delta^2=\frac{(0.25)^2}{0.6\times0.1}=\frac{0.0625}{0.06}=1.042,
\end{equation}
so
\begin{equation}
S=\pi\times1.042=3.27,\qquad T=e^{-3.27}=0.038 .
\end{equation}
About $3.8$ percent of the arriving electrons are transmitted. The tempting solution was too small by a factor of $9.8$, because its exponent was too large by a factor of $16/(3\pi)\simeq1.70$.

With two spins and two valleys, and no mixing between them, four channels contribute. If the Fermi levels of both contacts lie close together inside the energy window where the valence band on the p side overlaps the conduction band on the n side, and the potential drop is large enough that \eqref{eq:T} holds at their energy, the low-temperature conductance is
\begin{equation}
G=\frac{4e^2}{h}\,T=5.9\ \mu\mathrm{S}.
\end{equation}

In a junction of finite height $T$ depends on energy and falls towards zero at the edges of the window. For the smooth $1$ eV junction treated below, $G$ is $4.6\ \mu$S at the middle of the window and $2.7\ \mu$S at $0.15$ eV from it.

The exponent varies as $1/F$. At fixed gap and velocity, doubling the field replaces $T$ by $\sqrt T=0.195$, and halving it replaces $T$ by $T^2=0.0014$. At fixed field and velocity, a small gap change gives
\begin{equation}
\frac{dT}{T}=-2S\,\frac{dE_g}{E_g}.
\end{equation}
A gap larger by $0.01$ eV, or 2 percent, therefore lowers $T$ by about 13 percent to first order. The full formula gives $0.033$ at $0.51$ eV and $0.043$ at $0.49$ eV.

Two limits help to interpret the result. When $\Delta\to0$, equations \eqref{eq:AB} decouple: a right-moving wave cannot become left-moving, and $T\to1$. When $F\to0$ at fixed gap, the forbidden region becomes infinitely long and $T\to0$. The formula also tends to one at very large field, but there one subband is no longer enough. At $40$ MV/cm it gives $T=0.92$, while the next subband, with four times the exponent, transmits with $T^4=0.72$.

\section{A junction of finite height}

In a real junction the potential levels off. Let its total drop be $W>E_g$, and consider an electron in the middle of the window with
\begin{equation}
\varepsilon(x)=\frac W2\tanh\frac{2eFx}{W}.
\end{equation}
The slope at the centre is still $eF$, but elsewhere
\begin{equation}
\frac{d\varepsilon}{dx}=eF\left(1-\frac{4\varepsilon^2}{W^2}\right),
\end{equation}
so the field weakens towards both turning points. Let $b=2\Delta/W=E_g/W$ and $\varepsilon=\Delta\sin\theta$. The semiclassical exponent becomes
\begin{equation}
S_W=\frac{2\Delta^2}{\hbar v\,eF}\int_{-\pi/2}^{\pi/2}
\frac{\cos^2\theta\,d\theta}{1-b^2\sin^2\theta}.
\end{equation}
Write the numerator as
\begin{equation}
\cos^2\theta=\frac{(1-b^2\sin^2\theta)-(1-b^2)}{b^2}.
\end{equation}
The first part integrates to $\pi/b^2$. For the second, $t=\tan\theta$ gives
\begin{equation}
\int_{-\pi/2}^{\pi/2}\frac{d\theta}{1-b^2\sin^2\theta}
=\int_{-\infty}^{\infty}\frac{dt}{1+(1-b^2)t^2}
=\frac{\pi}{\sqrt{1-b^2}} .
\end{equation}
Combining them,
\begin{equation}
S_W=S\,\frac{2\left(1-\sqrt{1-b^2}\right)}{b^2}
\simeq S\left(1+\frac{b^2}{4}\right)\quad(b\ll1).
\label{eq:SW}
\end{equation}
For $W=1$ eV, $b=0.5$ and the factor is $1.072$. The exponent rises to $3.51$ and the transmission falls to $0.030$. The numerical scattering solution for this profile also gives $0.030$. Using the peak field in the uniform-field formula thus overestimates this smooth junction's transmission by about a quarter.

If the field instead stays at $1$ MV/cm for $10$ nm and stops abruptly, the drop is again $1$ eV. The scattering solution gives $0.037$ at the middle of the window, and values from $0.037$ to $0.048$ at the seven energies sampled within $0.15$ eV of it. At all these energies the forbidden region lies inside the uniform field, so the action is still \eqref{eq:S}. The variation therefore comes from the ends of the field, not from a changed tunnelling exponent.

\section{Comparison with a real nanotube}

The parameters describe a tube of ordinary device size. Around a semiconducting tube of diameter $d$, the allowed transverse wave numbers are spaced by $2/d$, and the nearest lies one third of a spacing from the band-crossing point of graphene. Thus $\Delta=2\hbar v/(3d)$ and $d=4\hbar v/(3E_g)=1.6$ nm; single-wall tubes used in transistors are roughly $1$ to $2$ nm wide. A field of $1$ MV/cm is a reasonable round value for an abrupt, strongly gated junction, but real fields are not uniform. For the smooth profile above, that alone changes $T$ from $0.038$ to $0.030$.

The next transverse wave number lies two thirds of a spacing away. For the linear graphene dispersion used in this estimate, its gap is twice as large, its exponent four times as large, and its transmission $2\times10^{-6}$. The lattice changes that small number noticeably, but it remains negligible here. The atomic lattice also modifies \eqref{eq:kappa}. In a nearest-neighbour tight-binding model, the zigzag tubes $(19,0)$ and $(20,0)$ have exponents $0.956$ and $1.049$ times the value from \eqref{eq:S} at their own gaps. Applied to a $0.5$ eV gap, these ratios multiply $T$ by $1.16$ and $0.85$. The sign of the correction thus differs between these two tubes of nearly equal diameter.

Thermal smearing in the contacts hardly reaches the edges of the window in the $1$ eV junction. At $300$ K, with the Fermi level in the middle of its $0.5$ eV window, a fraction of about $10^{-4}$ of the thermal weight lies outside. Inside the window $T$ still varies with energy, and the thermal average lies about 4 percent below the mid-window value for the smooth profile and about 3 percent above it for the abrupt one. This does not cover phonon-assisted or defect-assisted tunnelling. Neither is calculated here. When the direct window is closed, direct tunnelling vanishes and such processes can dominate.

The largest of the estimated corrections comes from the attraction between the electron and the hole. With a chosen relative permittivity of $4$, their Coulomb energy at the tunnelling length of $5$ nm is $0.07$ eV. Subtracting this from the gap would raise $T$ to $0.09$, a factor of $2.4$. The subtraction is crude. The separation is smaller than $5$ nm along the rest of the path, where the attraction is stronger; including it in the action, with the potential softened at $1.6$ or $0.8$ nm, gives a factor of $2.6$ or $4$. The gate and surroundings screen the attraction and work the other way. It indicates the scale of the uncertainty and is not a corrected prediction. The value $0.038$ is accurate for the stated model; for a real tube it is a rough estimate, which requires that direct tunnelling dominates and that the gap and the field across the forbidden region are close to the values used here. The numerical output below lists the values to more digits.

\section*{Table of computed values}
\begin{verbatim}
Band gap: 0.500 eV; half gap: 0.250 eV
hbar v: 0.600 eV nm
Band velocity: 9.116e+05 m/s
Field: 1.00 MV/cm; force: 0.100 eV/nm
Tube diameter from gap: 1.60 nm
Tunnelling length: 5.00 nm
Midgap decay constant: 0.4167 1/nm
delta squared: 1.04167 (dimensionless)
Exponent, formula: 3.27249; quadrature: 3.27249
Transmission: 0.03791 = 3.79 percent
Reflection: 0.96209
Four-channel conductance: 5.87 microsiemens
Gap 0.2 eV: T scattering 0.59239, formula 0.59238
Gap 0.5 eV: T scattering 0.03791, formula 0.03791
Gap 0.7 eV: T scattering 0.00164, formula 0.00164
Field 0.5 MV/cm: T = 1.437e-03
Field 1.0 MV/cm: T = 3.791e-02
Field 2.0 MV/cm: T = 1.947e-01
Gap 0.49 eV: T = 0.04316
Gap 0.51 eV: T = 0.03322
Band-edge mass: 0.0529 electron masses
One-band parabolic exponent: 5.5556
One-band parabolic T: 0.00387
Finite junction drop: 1.00 eV; window: 0.50 eV
Sharp-ended junction length: 10.0 nm
Sharp-ended junction, T at midwindow: 0.03713
Sharp-ended junction, T range within 0.15 eV of midwindow: 0.03713 to 0.04761
Smooth junction, T scattering: 0.02997
Smooth junction, T semiclassical: 0.02997
Lattice constant: 0.246 nm; hopping: 2.816 eV
Tube (19,0): gap 0.529 eV, exponent ratio 0.9559, T factor at 0.5 eV gap 1.155
Tube (20,0): gap 0.518 eV, exponent ratio 1.0491, T factor at 0.5 eV gap 0.851
Second subband T: 2.07e-06
Thermal energy at 300 K: 0.02585 eV
Thermal weight outside window: 1.26e-04
Chosen relative permittivity: 4.0
Coulomb energy at tunnelling length: 0.0720 eV
T with gap reduced by that energy: 0.0909
\end{verbatim}
